# Thermal factors of quantum oscillations in thermopower and specific heat: test program

```python
"""Thermal factors of quantum oscillations, from R(X) = X/sinh(X).
Claim, at fixed chemical potential mu and field B, with phase theta:
  conductivity    sigma_osc = sigma1 * R(X) * cos(theta)
  thermoelectric  alpha_osc = -(pi k/e) * sigma1 * R'(X) * sin(theta)
  specific heat   C_osc     = -pi^2 k^2 T * g1 * R''(X) * cos(theta)
X = 2 pi^2 p m k T/(hbar e B); p harmonic, m cyclotron mass, k Boltzmann
constant, e elementary charge; g1 and sigma1 are the zero-temperature
oscillation amplitudes of density of states and conductivity.
R'' has one positive zero X*, where C_osc inverts and -R' is largest.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

pi = np.pi


def R(x):
    return x / np.sinh(x)


def R1(x):
    return (1 - x / np.tanh(x)) / np.sinh(x)


def R2(x):
    return (x * (1 + np.cosh(x)**2) - np.sinh(2 * x)) / np.sinh(x)**3


# Closed forms against symbolic differentiation, and small-X limits
s = sp.symbols('s', positive=True)
ratio = s / sp.sinh(s)
for value in (0.4, 1.3, 3.7):
    d1 = float(sp.diff(ratio, s).subs(s, value).evalf(30))
    d2 = float(sp.diff(ratio, s, 2).subs(s, value).evalf(30))
    assert abs(d1 - R1(value)) < 1e-11
    assert abs(d2 - R2(value)) < 1e-11
assert abs(-R1(0.02) / 0.02 - 1 / 3) < 1e-4
assert abs(R2(0.02) + 1 / 3) < 2e-4
assert abs(R2(14.0) / (2 * 12.0 * np.exp(-14.0)) - 1) < 1e-6

# Power series of the numerator: only the cubic coefficient is negative
numerator = s * (3 + sp.cosh(s)) - 4 * sp.sinh(s)
series = sp.series(numerator, s, 0, 14).removeO()
assert series.coeff(s, 1) == 0
for j in range(1, 7):
    expected = sp.Rational(2 * j - 3, sp.factorial(2 * j + 1))
    assert series.coeff(s, 2 * j + 1) == expected
for value in (0.5, 1.9):
    g_val = float(numerator.subs(s, 2 * value).evalf(30))
    assert abs(g_val / (4 * np.sinh(value)**3) - R2(value)) < 1e-11

# Fermi-window moments by quadrature; u = (energy - mu)/(k T)
u = np.linspace(-45, 45, 4501)
du = u[1] - u[0]
window = 1 / (4 * np.cosh(u / 2)**2)
for a in (0.15, 0.5, 1.1):
    X = pi * a
    assert abs(np.sum(window * np.cos(a * u)) * du - R(X)) < 1e-10
    m1 = np.sum(u * window * np.sin(a * u)) * du
    m2 = np.sum(u**2 * window * np.cos(a * u)) * du
    assert abs(m1 + pi * R1(X)) < 1e-10
    assert abs(m2 + pi**2 * R2(X)) < 1e-10

# Node of R'' and maximum of -R', found separately
X_star = brentq(R2, 1.0, 2.5, xtol=1e-13)
peak = minimize_scalar(R1, bounds=(0.5, 4), method='bounded',
                       options={'xatol': 1e-9})
assert abs(peak.x - X_star) < 1e-5
scan = np.sign(R2(np.linspace(0.1, 30, 3000)))
assert np.count_nonzero(np.diff(scan)) == 1
X_rev = minimize_scalar(lambda x: -R2(x), bounds=(2, 5),
                        method='bounded').x

# Sharp Landau levels, summed one by one (level spacing = k = 1)
levels = np.arange(90) + 0.5
mu_grid = 40 + np.arange(64) / 64


def harmonic(signal, p):
    return 2 * np.mean(signal * np.cos(2 * pi * p * mu_grid))


def ladder_heat(t):
    x = np.clip((levels[:, None] - mu_grid) / t, -300, 300)
    return np.sum(x**2 / (4 * np.cosh(x / 2)**2), axis=0)


def ladder_omega(t):
    x = (levels[:, None] - mu_grid) / t
    return -t * np.sum(np.logaddexp(0, -x), axis=0)


for X in (0.6, 1.2, 2.5):
    t = X / (2 * pi**2)
    heat = ladder_heat(t)
    for p in (1, 2):
        g1 = 2 * (-1)**p
        formula = -pi**2 * t * g1 * R2(p * X)
        assert abs(harmonic(heat, p) - formula) < 1e-9
    h = 1e-3
    curvature = (ladder_omega(t + h) - 2 * ladder_omega(t)
                 + ladder_omega(t - h)) / h**2
    # tolerance covers the finite-difference error of order h^2
    assert abs(harmonic(-t * curvature, 1) - harmonic(heat, 1)) < 1e-4
X_ladder = brentq(lambda x: harmonic(ladder_heat(x / (2 * pi**2)), 1),
                  1.0, 2.5, xtol=1e-12)
assert abs(X_ladder - X_star) < 1e-7

# Thermoelectric coefficient of a broadened ladder (k = e = 1)
b = 2 * pi * 0.12


def sigma_ladder(energy):
    return np.sinh(b) / (np.cosh(b) + np.cos(2 * pi * energy))


sigma1 = harmonic(sigma_ladder(mu_grid), 1)
for X in (0.7, 1.6, 2.8):
    t = X / (2 * pi**2)
    sig = sigma_ladder(mu_grid[:, None] + t * u)
    alpha = -np.sum(sig * u * window, axis=1) * du
    sine = 2 * np.mean(alpha * np.sin(2 * pi * mu_grid))
    assert abs(sine + pi * sigma1 * R1(X)) < 1e-9
    assert abs(harmonic(alpha, 1)) < 1e-9

# Worked example in SI units, round model parameters
k, e, hbar = const.k, const.e, const.hbar
mass_ratio, B, mu_eV, r = 0.2, 10.0, 0.1, 0.01
m = mass_ratio * const.m_e
mu = mu_eV * e
spacing = hbar * e * B / m
frequency = m * mu / (hbar * e)
X_per_K = 2 * pi**2 * m * k / (hbar * e * B)
T_star = X_star / X_per_K
phi = 2 * pi * np.arange(24) / 24
rows = []
for T in (3.0, T_star, 8.0):
    X = X_per_K * T
    energy = mu + k * T * u
    # the phase advances by 2 pi for each Landau-level spacing
    osc = r * np.cos(phi[:, None] + 2 * pi * (energy - mu) / spacing)
    sig = (energy / mu)**1.5 + osc
    sigma_T = np.sum(sig * window, axis=1) * du
    alpha_T = -(k / e) * np.sum(sig * u * window, axis=1) * du
    S = alpha_T / sigma_T
    S_sin = 2 * np.mean(S * np.sin(phi))
    S_cos = 2 * np.mean(S * np.cos(phi))
    S_lead = -(pi * k / e) * r * R1(X)
    S0 = -(pi**2 / 3) * (k / e) * 1.5 * k * T / mu
    S_small = -S0 * r * R(X)
    assert abs(S_sin / S_lead - 1) < 1e-3
    assert abs(S_cos / S_small - 1) < 2e-3
    C_rel = np.sum((1 + osc) * u**2 * window, axis=1) * du / (pi**2 / 3)
    C_cos = 2 * np.mean(C_rel * np.cos(phi))
    C_lead = -3 * r * R2(X)
    assert abs(C_cos - C_lead) < 1e-9
    rows.append((T, X, S_lead, S0, S_small, C_lead))
assert rows[0][5] > 0 > rows[2][5]
assert rows[1][2] > max(rows[0][2], rows[2][2])
B_star = 2 * pi**2 * m * k * 3.0 / (hbar * e * X_star)

print(f"X* (zero of R''), dimensionless: {X_star:.6f}")
print(f"X* from explicit Landau-level sum: {X_ladder:.6f}")
print(f"X at maximum of -R': {peak.x:.4f}")
print(f"R(X*): {R(X_star):.4f}")
print(f"-R'(X*), maximum thermopower factor: {-R1(X_star):.4f}")
print(f"X at largest inverted heat factor: {X_rev:.3f}")
print(f"-3R'' at that X: {-3 * R2(X_rev):.4f}")
print(f"-3R''(2X*), second harmonic at node: {-3 * R2(2 * X_star):.4f}")
print(f"cyclotron mass / electron mass: {mass_ratio}")
print(f"field B: {B:.1f} T")
print(f"chemical potential: {mu_eV} eV")
print(f"relative amplitude sigma1/sigma0 = g1/g0: {r}")
print(f"Landau-level spacing: {1e3 * spacing / e:.3f} meV")
print(f"oscillation frequency F: {frequency:.1f} T")
print(f"mu / level spacing: {mu / spacing:.2f}")
print(f"X per kelvin: {X_per_K:.4f} 1/K")
print(f"inversion temperature T*: {T_star:.3f} K")
print(f"inversion field at 3 K: {B_star:.3f} T")
print(f"pi k/e: {1e6 * pi * k / e:.2f} microvolt/K")
for T, X, S_lead, S0, S_small, C_lead in rows:
    print(f"T = {T:.3f} K: X = {X:.4f}")
    print(f"  R = {R(X):.4f}, -R' = {-R1(X):.4f}, R'' = {R2(X) + 0.0:.4f}"
          if abs(R2(X)) > 1e-9 else
          f"  R = {R(X):.4f}, -R' = {-R1(X):.4f}, R'' = 0 (below 1e-9)")
    print(f"  thermopower sine amplitude: {1e6 * S_lead:.4f} microvolt/K")
    print(f"  smooth thermopower S0: {1e6 * S0:.4f} microvolt/K")
    print(f"  small cosine term: {1e6 * S_small:.4f} microvolt/K")
    shown = 100 * C_lead if abs(C_lead) > 1e-10 else 0.0
    print(f"  signed heat amplitude / smooth heat: {shown:.4f} percent")
print("all assertions hold")
```

Running it gives:

```
X* (zero of R''), dimensionless: 1.606115
X* from explicit Landau-level sum: 1.606115
X at maximum of -R': 1.6061
R(X*): 0.6716
-R'(X*), maximum thermopower factor: 0.3098
X at largest inverted heat factor: 2.823
-3R'' at that X: -0.3182
-3R''(2X*), second harmonic at node: -0.3019
cyclotron mass / electron mass: 0.2
field B: 10.0 T
chemical potential: 0.1 eV
relative amplitude sigma1/sigma0 = g1/g0: 0.01
Landau-level spacing: 5.788 meV
oscillation frequency F: 172.8 T
mu / level spacing: 17.28
X per kelvin: 0.2939 1/K
inversion temperature T*: 5.466 K
inversion field at 3 K: 5.489 T
pi k/e: 270.72 microvolt/K
T = 3.000 K: X = 0.8816
  R = 0.8813, -R' = 0.2465, R'' = -0.1842
  thermopower sine amplitude: 0.6673 microvolt/K
  smooth thermopower S0: -1.0994 microvolt/K
  small cosine term: 0.0097 microvolt/K
  signed heat amplitude / smooth heat: 0.5527 percent
T = 5.466 K: X = 1.6061
  R = 0.6716, -R' = 0.3098, R'' = 0 (below 1e-9)
  thermopower sine amplitude: 0.8387 microvolt/K
  smooth thermopower S0: -2.0028 microvolt/K
  small cosine term: 0.0135 microvolt/K
  signed heat amplitude / smooth heat: 0.0000 percent
T = 8.000 K: X = 2.3509
  R = 0.4521, -R' = 0.2681, R'' = 0.0939
  thermopower sine amplitude: 0.7257 microvolt/K
  smooth thermopower S0: -2.9316 microvolt/K
  small cosine term: 0.0133 microvolt/K
  signed heat amplitude / smooth heat: -0.2816 percent
all assertions hold
```
